# Freeze-out in a lightly compensated n-type semiconductor

## Problem

A silicon crystal contains $N_D=10^{15}\ \mathrm{cm^{-3}}$ shallow donors with binding energy $E_d=45$ meV and $N_A=10^{11}\ \mathrm{cm^{-3}}$ acceptors. It is in the dark and in thermal equilibrium. Its calculated density $n$ of conduction electrons is

| $T$ (K) | $n$ (cm$^{-3}$) |
|---|---|
| 33.78 | $9.900\times10^{12}$ |
| 30.00 | $3.402\times10^{12}$ |
| 18.00 | $5.045\times10^{8}$ |
| 16.00 | $1.131\times10^{7}$ |

(a) Find $n(T)$ from charge neutrality. (b) What activation energy governs $n$ during freeze-out, and does it depend on temperature? (c) Recover $E_d$ from the upper pair of densities and from the lower pair.

Energies are measured from the conduction-band edge, so the donor level lies at $-E_d$. Densities are in cm$^{-3}$ and energies in meV, with $k=0.0861733$ meV/K, rounded to $0.08617$ in the hand estimates.

## A tempting solution

There is one acceptor for every ten thousand donors, so let us drop the acceptors. Each free electron then comes from a donor, and the density of ionized donors is $N_D^+=n$.

A donor can be empty, or hold one electron with spin up or down. The model allows no second electron. In real silicon one can bind by about 2 meV; such negative donors amount to 0.6 % of $n$ at 16 K and change $n$ by less than 0.1 % at 33.78 K and at 16 K. With Fermi level $\mu$, the statistical weights of the three states are $1$, $e^{(\mu+E_d)/kT}$ and $e^{(\mu+E_d)/kT}$, so

$$N_D^+=\frac{N_D}{1+2e^{(\mu+E_d)/kT}} .$$

For the band, suppose that $\mu$ lies several $kT$ below the edge, so that the occupation of a state at energy $E$ is $e^{(\mu-E)/kT}$. Silicon has six equivalent valleys, each with density-of-states mass $m_d=(0.92\times0.19^2)^{1/3}m_e=0.321\,m_e$. Then

$$n=\int_0^\infty \frac{6(2m_d)^{3/2}\sqrt E}{2\pi^2\hbar^3}\,e^{(\mu-E)/kT}dE=N_c\,e^{\mu/kT},\qquad N_c=12\left(\frac{m_dkT}{2\pi\hbar^2}\right)^{3/2},$$

where $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$ was used. At 300 K this gives $N_c=2.744\times10^{19}\ \mathrm{cm^{-3}}$.

Replacing $e^{\mu/kT}$ by $n/N_c$ in the donor formula gives

$$N_D^+=\frac{N_D}{1+n/K},\qquad K(T)=\frac{N_c}{2}\,e^{-E_d/kT}. \tag{1}$$

Setting $N_D^+=n$ yields $n(1+n/K)=N_D$, or $n^2=K(N_D-n)$. In freeze-out $n\ll N_D$, hence

$$n\approx\sqrt{KN_D}\ \propto\ T^{3/4}e^{-E_d/2kT}.$$

The activation energy would be $E_d/2$ at every temperature in freeze-out. To recover $E_d$, one would take the slope of $\ln(nT^{-3/4})$ against $1/kT$ and double it.

## Where it fails

The upper pair of densities seems to confirm this:

$$\frac{\ln(9.900/3.402)-\tfrac34\ln(33.78/30)}{1/30-1/33.78}\,k=\frac{1.068-0.089}{0.00373}\times0.08617=22.6\ \text{meV}.$$

Doubling gives 45 meV. The lower pair, treated in the same way, gives

$$\frac{\ln(50.45/1.131)-\tfrac34\ln(18/16)}{1/16-1/18}\,k=\frac{3.798-0.088}{0.00694}\times0.08617=46.0\ \text{meV},$$

and doubling produces 92 meV, twice the binding energy. The density itself is wrong too. At 16 K, $K=1.131\times10^3\ \mathrm{cm^{-3}}$, so $\sqrt{KN_D}=1.06\times10^9\ \mathrm{cm^{-3}}$, which is 94 times the listed value.

Equation (1) is sound. The fault is the step $N_D^+=n$. An acceptor level lies far below the donor level, so each acceptor takes an electron that would otherwise sit on a donor. Even at $T=0$, with no free electrons, $N_A$ donors are therefore empty. These are negligible beside $N_D$, but in the neutrality condition $N_A$ is added to $n$, and $n$ falls without limit on cooling. The comparison that matters is $N_A$ with $n$. At 16 K the acceptors outnumber the free electrons by about nine thousand to one.

## Neutrality with the acceptors

The negative charges are free electrons and charged acceptors, and the positive charges are ionized donors. Holes are negligible here, so

$$n+N_A=N_D^+=\frac{N_DK}{K+n}.$$

Multiply by $K+n$:

$$nK+n^2+N_AK+N_An=N_DK.$$

Write $N=N_D-N_A$ for the net doping. Collecting the terms with $K$ gives

$$\frac{n(n+N_A)}{N-n}=K, \tag{2}$$

and collecting powers of $n$ gives $n^2+(N_A+K)n-KN=0$. The product of the two roots is $-KN<0$, so one root is positive. It is $\tfrac12\left[-(N_A+K)+\sqrt{(N_A+K)^2+4KN}\right]$. At low temperature this is a small difference of large numbers, so we multiply and divide by the same expression with a plus sign before $N_A+K$:

$$n=\frac{2KN}{N_A+K+\sqrt{(N_A+K)^2+4KN}} . \tag{3}$$

This answers (a). For $N_A\ll N_D$ it has three limits.

- **Saturation**, $K\gg N_D$. The root tends to $K$, the denominator to $2K$, and $n\to N_D-N_A$.
- **Upper freeze-out**, $N_A^2/N_D\ll K\ll N_D$. The term $4KN$ dominates the denominator, so $n\approx\sqrt{KN_D}$. This is the tempting result, valid for $N_A\ll n\ll N_D$.
- **Lower freeze-out**, $K\ll N_A^2/N_D$. The denominator tends to $2N_A$, and $n\approx KN/N_A$, which is far below $N_A$.

The physics is that of a dissociation equilibrium. Equation (1) can be rearranged as $nN_D^+/(N_D-N_D^+)=K$. In upper freeze-out almost every empty donor was made by releasing a free electron, so $n$ and $N_D^+$ shrink together. Each takes a square root of $K$, and with it half of the exponent. In lower freeze-out $N_D^+$ is pinned at $N_A$ and cannot shrink. The density $n$ must then follow the whole of $K$.

## The activation energy at any temperature

Take the logarithm of (2), $\ln K=\ln n+\ln(n+N_A)-\ln(N-n)$, and differentiate with respect to $\ln n$:

$$s\equiv\frac{d\ln K}{d\ln n}=1+\frac{n}{n+N_A}+\frac{n}{N-n}. \tag{4}$$

The last sign is positive because both the logarithm and its argument $N-n$ contribute a minus sign.

With $\beta=1/kT$, $\ln K=\text{const}-\tfrac32\ln\beta-\beta E_d$, so $-d\ln K/d\beta=E_d+\tfrac32kT$. The raw Arrhenius slope is therefore

$$-\frac{d\ln n}{d\beta}=\frac{E_d+\tfrac32kT}{s}.$$

The term $\tfrac32kT$ comes from the temperature dependence of $N_c$. Removing it leaves the activation energy proper,

$$E_{\rm eff}=E_d\,\frac{d\ln n}{d\ln K}=\frac{E_d}{s}. \tag{5}$$

Both fractions in (4) grow with $n$, and $n$ falls on cooling because $K$ does. Hence $E_{\rm eff}$ rises steadily as the crystal cools. For $N_A\ll n\ll N_D$ the fractions are close to 1 and 0, so $s\approx2$ and $E_{\rm eff}\approx E_d/2$. For $n\ll N_A$ both vanish, so $s\to1$ and $E_{\rm eff}\to E_d$. This answers (b): the activation energy changes from half to the full binding energy.

## How good is the half-energy plateau?

Since $E_{\rm eff}$ varies steadily, it can only pass through $E_d/2$. Setting $s=2$ in (4) gives

$$\frac{n}{N-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}\quad\Rightarrow\quad\frac{n(n+N_A)}{N-n}=N_A .$$

By (2) the left side is $K$, so the half-energy point lies at $K=N_A$. There $n^2+2N_An=N_AN$. Adding $N_A^2$ to both sides gives $(n+N_A)^2=N_AN_D$, hence

$$n=\sqrt{N_AN_D}-N_A=10^{13}-10^{11}=9.9\times10^{12}\ \mathrm{cm^{-3}}.$$

This is the first entry of the table. Its temperature is 33.7758 K, written as 33.78 K throughout; at exactly 33.78 K the density is $9.910\times10^{12}\ \mathrm{cm^{-3}}$.

The flatness follows from one more derivative:

$$\frac{ds}{d\ln n}=\frac{nN_A}{(n+N_A)^2}+\frac{nN}{(N-n)^2}.$$

Let $r=\sqrt{N_A/N_D}$. At the half-energy point $n=N_Dr(1-r)$, $n+N_A=N_Dr$ and $N-n=N_D(1-r)$, while $N_A=N_Dr^2$ and $N=N_D(1-r)(1+r)$. The two terms become $r(1-r)$ and $r(1+r)$, with sum $2r$. Because $d(1/s)=-ds/s^2$ and $s=2$,

$$\frac{d(E_{\rm eff}/E_d)}{d\ln n}=-\frac r2=-\frac12\sqrt{\frac{N_A}{N_D}} .$$

Here $r=0.01$ and the slope is $-0.005$. Numerical differentiation of the full neutrality condition gives $-0.00501$.

For the width, let the plateau be the range where $E_{\rm eff}/E_d$ lies between 0.45 and 0.55. At its cold end the last term of (4) is negligible, and $n/(n+N_A)=1/0.55-1=9/11$ gives $n=4.5N_A$. At its warm end the middle term is nearly 1, and $n/(N_D-n)=1/0.45-2=2/9$ gives $n=\tfrac{2}{11}N_D$. The ratio of these densities is $0.040\,N_D/N_A\approx404$, or 2.6 decades. In temperature the plateau runs from about 52 K down to 25 K.

If $N_D$ is kept and $N_A$ is raised to $0.1N_D$, the width found from (4) without approximation is 0.27 decades. There is then hardly a plateau at all, and the statement "first half, then full" loses its first part. Light compensation is a condition of the result.

## Where the change happens

A natural marker is $n=N_A$. Inserting it in (2) gives

$$K=\frac{2N_A^2}{N_D-2N_A}\approx\frac{2\times10^{22}}{10^{15}}=2\times10^{7}\ \mathrm{cm^{-3}},$$

and (4) gives $s=\tfrac32+N_A/(N_D-2N_A)\approx\tfrac32$, so $E_{\rm eff}\approx\tfrac23E_d=30$ meV.

The temperature follows from $kT=E_d/\ln(N_c/2K)$, solved by iteration because $N_c$ depends weakly on $T$. The solution is 22.36 K. To verify it, $N_c=2.744\times10^{19}(22.36/300)^{3/2}=5.58\times10^{17}\ \mathrm{cm^{-3}}$, the logarithm is $\ln(1.40\times10^{10})=23.36$, and $kT=45/23.36=1.926$ meV, which is 22.4 K.

The change is gradual. $E_{\rm eff}$ is 24.6 meV at 25 K, 41.3 meV at 20 K and 44.8 meV at 18 K.

With fewer acceptors the change moves to lower temperature. Reducing $N_A$ a hundredfold at fixed $N_D$ and $E_d$ lowers the required $K$ by $10^4$. The logarithm grows by 9.2, less about 0.5 from the smaller $N_c$, and the marker moves to about 16 K. With no acceptors it never comes: $s=1+1+n/(N_D-n)\to2$ as $n\to0$. A calculation at 16 K with $N_A=0$ and all else unchanged gives $E_{\rm eff}/E_d=0.5000$. The compensation therefore causes the change, however small it is, provided that the crystal is cooled far enough.

## Reading the densities correctly

The upper pair has $n\gg N_A$, so $n\propto T^{3/4}e^{-E_d/2kT}$. The earlier value of 22.6 meV stands, and doubling it is right: $E_d\approx45$ meV.

The lower pair has $n\ll N_A$, so $n\propto K\propto T^{3/2}e^{-E_d/kT}$. The power of $T$ changes along with the exponent:

$$\frac{3.798-\tfrac32\ln(18/16)}{1/16-1/18}\,k=\frac{3.798-0.177}{0.00694}\times0.08617=44.9\ \text{meV}.$$

This is $E_d$ itself, with no doubling. Both pairs now agree, which answers (c). Without removal of the power of $T$, the raw slopes are 24.7 meV at 33.78 K and 47.1 meV at 16 K. The excess is the factor $1+3kT/2E_d$, about 10 % and 5 %.

## What the Fermi level does

It is tempting to read the activation energy as the depth of the Fermi level. That fails at finite temperature. Equating $N_ce^{\mu/kT}$ to each freeze-out limit of $n$ gives

$$\mu=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{2N_c}\quad(n\gg N_A),\qquad \mu=-E_d+kT\ln\frac{N}{2N_A}\quad(n\ll N_A).$$

In the first range the logarithm is negative, since $N_c\gg N_D$, and $\mu$ rises on cooling: from $-38.3$ meV at 45 K to $-32.2$ meV at 30 K. In the second the logarithm is positive, and $\mu$ sinks towards the donor level. It is $-30.5$ meV at 20 K and $-33.3$ meV at 16 K, still $1.379\times\ln5000=11.7$ meV above the donors. In this second range $\mu/kT=-E_d/kT+\text{const}$. The constant multiplies the density but adds nothing to the slope, which is why $E_{\rm eff}$ is $E_d$ although $\mu$ is not at $-E_d$.

## Comparison with real silicon

The binding energy and donor density are rough values for lightly phosphorus-doped silicon. The acceptor density is far below that of ordinary wafers and calls for very pure material. The half-energy plateau depends on it: at $N_A/N_D=0.1$ the plateau shrinks from 2.6 to 0.27 decades of $n$, as found above. A measured conductance also contains the mobility, whose own temperature dependence must be removed before these slopes apply.

Two neglected effects change $n$ by several per cent or more in at least part of the temperature range. First, a phosphorus-like donor has excited states roughly 12 and 13 meV above its ground state, with six and four spin states. They replace the factor 2 in $K$ by $2+6e^{-12/kT}+4e^{-13/kT}$ (energies in meV), which is 2.9 at 60 K. More ways to be bound mean fewer free electrons.

Second, the charges screen one another. A small shift of $\mu$ changes $n$ at the rate $n/kT$ and $N_D^+$ at the rate $-N_D^+(1-N_D^+/N_D)/kT$, so the density that responds is $n_s=n+N_D^+(1-N_D^+/N_D)$. Poisson's equation then gives the screening length $\lambda=\sqrt{\varepsilon kT/e^2n_s}$. The surrounding cloud produces a potential of size $e/4\pi\varepsilon\lambda$ at a charge. Building that charge up from zero gains half of the product, $e^2/8\pi\varepsilon\lambda$. Ionization creates two charges, so its energy drops by $e^2/4\pi\varepsilon\lambda$. At 16 K, with relative permittivity 11.7, $\lambda\approx3.0\ \mu$m and the drop is 0.041 meV. Since $n\propto K$ there, $n$ rises by the factor $e^{0.041/1.379}$, or 3 %. This leaves out the fixed acceptors, whose screened potentials also favour ionization. To the same order they add a fraction $N_A/2n_s$ of the drop. That is about one half at 16 K, which brings the rise to about 5 %, and it is negligible at 33.78 K and above.

The changes of $n$, relative to the simple model and without this acceptor term, are:

| $T$ (K) | excited states | screening | both |
|---|---|---|---|
| 60 | $-14$ % | $+14$ % | $-2$ % |
| 33.78 | $-3$ % | $+7$ % | $+4$ % |
| 16 | $-0.1$ % | $+3$ % | $+3$ % |

The near cancellation at 60 K is a coincidence of these parameters. The entries there are good to about one percentage point: higher bound states of the donor (2p, 2s and above) lower $n$ by a further 0.4 to 0.9 points, and the random positions of partly ionized donors, acting like the fixed acceptors, raise it by about one point. The screening estimate is also roughest there, because the drop of 1.6 meV is not very small beside $kT=5.2$ meV. With both effects included, the raw slope moves from 24.7 to 24.8 meV at 33.78 K and from 47.1 to 47.0 meV at 16 K, so the change from half to full survives. For a measuring field of 1 V/cm at 16 K, Onsager's formula for field-assisted ionization gives a rise of $n$ by about 0.3 %. That formula assumes that electrons diffuse within the capture radius $e^2/4\pi\varepsilon kT\approx89$ nm. At the mobility assumed below their mean free path is about 780 nm, nine times longer, so the formula is outside its range. The field lowers the Coulomb barrier of a donor by 0.22 meV, which averaged over directions would raise the emission rate by about 6 %, so the field effect may be well above 0.3 %. For an assumed mobility of $10^5\ \mathrm{cm^2/Vs}$, the electron temperature is estimated to exceed that of the crystal by about 0.4 %. This excess grows as the square of the mobility and could be several times larger in a pure crystal, so a weaker field is safer. Stray light is excluded by assumption and has not been sized; at $10^7$ electrons per cm$^3$ a measurement would have to exclude it too. On further cooling, ionized donors pair with nearby acceptors. The paired fraction is estimated at 0.6 % at 16 K, 2 % at 10 K and 9 % at 6 K, and $n$ rises by about as much, so the limits $E_{\rm eff}\to E_d$ and $\mu\to-E_d$ belong to the model and need correcting well below the temperatures of the table. The remaining estimates are in the numerical output.

## Computed values

```
Silicon with a phosphorus-like donor, rough typical values
E_d = 45.0 meV, N_D = 1.0e+15, N_A = 1.0e+11 cm^-3
Density-of-states mass per valley = 0.321 m_e
Nc(300 K) = 2.744e+19 cm^-3
T(K)  K(cm^-3)  n formula  n full  E_eff  raw slope  mu (meV)
100.00 1.425e+16 9.381e+14 9.381e+14   2.62   3.37  -74.42
 60.00 2.037e+14 3.608e+14 3.608e+14  17.55  20.57  -45.63
 45.00 7.273e+12 8.167e+13 8.167e+13  21.55  24.34  -38.31
 33.78 1.000e+11 9.900e+12 9.900e+12  22.50  24.68  -33.64
 30.00 1.196e+10 3.402e+12 3.402e+12  22.79  24.75  -32.18
 25.00 2.799e+08 4.812e+11 4.812e+11  24.61  26.38  -30.44
 22.36 2.000e+07 1.000e+11 1.000e+11  30.00  31.92  -29.93
 20.00 1.081e+06 9.838e+09 9.838e+09  41.30  43.67  -30.48
 18.00 5.071e+04 5.045e+08 5.045e+08  44.78  47.09  -31.80
 16.00 1.131e+03 1.131e+07 1.131e+07  44.99  47.06  -33.26
E_eff = E_d/2 at T = 33.78 K, n = 9.900e+12 cm^-3
d(E_eff/E_d)/d(ln n) there = -0.00501
n = N_A at T = 22.36 K, E_eff/E_d = 0.6666
Plateau 0.45-0.55: from 51.73 K down to 24.86 K
E_eff/E_d reaches 0.95 at 19.57 K
Plateau width for N_A/N_D = 1e-04: 2.61 decades of n
Plateau width for N_A/N_D = 1e-01: 0.27 decades of n
Control N_A = 0 at 16 K: E_eff/E_d = 0.5000
Two-point energy 32-38 K, n/T^(3/4): 22.44 meV
Two-point energy 16-18 K, n/T^(3/2): 44.94 meV
Neglected effects: change of n by excited states, screening, both
 60.00 K: -13.9 %, +13.5 %, -2.4 %
   screening length 76 nm, lowering 1.621 meV, raw slope 20.57 -> 19.20 meV
 33.78 K: -3.4 %, +7.4 %, +3.6 %
   screening length 303 nm, lowering 0.406 meV, raw slope 24.68 -> 24.82 meV
 16.00 K: -0.1 %, +3.0 %, +3.0 %
   screening length 2986 nm, lowering 0.041 meV, raw slope 47.06 -> 46.99 meV
Acceptors with a close charged donor at 16 K: 0.56 %
Degeneracy correction at 100 K: 6.3e-05 (relative)
Donor spacing 100 nm, decay length 2.11 nm
Tunnelling factor exp(-2R/a) = 10^-41
Field-assisted ionization, 1 V/cm, 16 K: 0.32 %
Electron heating, 1 V/cm, mobility 1e+05 cm2/Vs: 0.36 %
```
